# Current of a symmetric double Langmuir probe in Maxwellian electrons

## 1. A case that can be seen through

Two identical flat probes sit in the same plasma. Each collects on one face of area $A$. They are joined only through a floating voltage source, so the pair exchanges charge with nothing but the plasma. Let $V=V_1-V_2$ be the voltage between them, and let $I$ be the conventional current that leaves probe 1 into the plasma. It is positive when probe 1 collects more electrons than ions.

Suppose that each probe collects the same ion current $I_{\rm sat}$, whatever its voltage, and that the plasma can supply a probe with an electron current of more than $2I_{\rm sat}$ if no barrier stops it. Make $V$ very large and positive. Probe 2 is then so negative that practically no electron reaches it, and it collects the ion current alone. Charge cannot pile up on a floating pair, so probe 1 must collect a net electron current of the same size. Its electron current is therefore $2I_{\rm sat}$, of which $I_{\rm sat}$ cancels its own ions, and

$$I\to I_{\rm sat}\qquad (V\to+\infty).$$

Exchanging the identical probes reverses both $V$ and $I$, so $I$ is an odd function of $V$. It vanishes at $V=0$ and tends to $-I_{\rm sat}$ at large negative $V$. These values use nothing about the electron energies except that a large enough barrier stops them. The energies fix the curve in between.

## 2. One probe: electrons against a barrier

Let $U$ be the plasma potential minus the probe potential, so $U>0$ is a barrier for electrons. The electron temperature $T_e$ is given in volts: as an energy it is $eT_e$. Far from the probe the density is $n$ and the distribution of the velocity component $v$ towards the probe is

$$g(v)=\sqrt{\frac{m}{2\pi eT_e}}\;\exp\!\left(-\frac{mv^2}{2eT_e}\right).$$

Assume that electrons cross the region in front of the probe without collisions, and that the potential there varies along the normal only. The normal energy is then conserved, and an electron arrives if $mv^2/2>eU$. For $U\ge0$ the electron current is

$$I_e(U)=enA\int_{\sqrt{2eU/m}}^{\infty}v\,g(v)\,dv .$$

Put $w=mv^2/(2eT_e)$, so that $v\,dv=(eT_e/m)\,dw$ and the lower limit is $w=U/T_e$:

$$I_e(U)=enA\sqrt{\frac{m}{2\pi eT_e}}\,\frac{eT_e}{m}\int_{U/T_e}^{\infty}e^{-w}dw=I_{e0}\,e^{-U/T_e},\qquad I_{e0}=enA\sqrt{\frac{eT_e}{2\pi m}} .$$

At $U=0$ every electron moving towards the face arrives, which gives $I_{e0}$. For $U<0$ this flat-probe model can collect no more, and the current stays at $I_{e0}$.

## 3. One probe: the ion current

For the form of the double-probe curve, the ion current only has to be constant. Its size is needed to find the density and to see whether the probes stay below the plasma potential.

Take cold, singly charged ions of mass $M$ that start at rest and fall freely in a converging stream towards the probe. After a potential drop $xT_e$ their speed is $\sqrt{2x}\,u_B$, with $u_B=\sqrt{eT_e/M}$ the Bohm speed. Nearly all electrons are turned back, so their density follows the Boltzmann factor, $ne^{-x}$. While the stream is quasineutral the ions have the same density, and their flux density is

$$\Gamma(x)=n\,u_B\sqrt{2x}\,e^{-x}.$$

As the stream narrows, $\Gamma$ must rise to carry a fixed current. It can do so only up to its maximum:

$$\frac{d}{dx}\left(\sqrt{2x}\,e^{-x}\right)=e^{-x}\left(\frac{1}{\sqrt{2x}}-\sqrt{2x}\right)=0\quad\Rightarrow\quad x=\tfrac12 .$$

Quasineutral flow cannot continue into a narrower stream, so the charged sheath begins here, where the ions move at $u_B$. If the sheath is thin, the stream has area $A$ at this edge, and

$$I_{\rm sat}=e^{-1/2}\,enA\,u_B .$$

The narrowing stream does not spoil the electron current of section 2. At the sheath edge the electrons are still Maxwellian, with density $ne^{-1/2}$, and the barrier left is $U-T_e/2$, provided that $U\ge T_e/2$. Section 2 applied to the thin sheath alone then gives the factor $e^{-1/2}e^{-(U-T_e/2)/T_e}=e^{-U/T_e}$, as before.

The factor $e^{-1/2}\approx0.61$ belongs to this collisionless model. Ionization or collisions along the stream would change it.

A single floating probe has $I_e(U_f)=I_{\rm sat}$. Hence

$$U_f=T_e\ln\frac{I_{e0}}{I_{\rm sat}},\qquad \frac{I_{e0}}{I_{\rm sat}}=e^{1/2}\sqrt{\frac{M}{2\pi m}} .$$

For argon the ratio is 177.5, so $U_f=5.18\,T_e$.

## 4. Two identical probes

Write $U_1$ and $U_2$ for the two barriers. Both are measured from the same plasma potential, so $U_2-U_1=V_1-V_2=V$. The pair floats, and its total current vanishes:

$$I_e(U_1)+I_e(U_2)=2I_{\rm sat}.$$

While both barriers are non-negative, $I_e(U_2)=I_e(U_1)e^{-V/T_e}$. Therefore

$$I_e(U_1)=\frac{2I_{\rm sat}}{1+e^{-V/T_e}} .$$

Subtract the ions that probe 1 collects:

$$I=I_e(U_1)-I_{\rm sat}=I_{\rm sat}\,\frac{1-e^{-V/T_e}}{1+e^{-V/T_e}} .$$

Multiplying numerator and denominator by $e^{V/(2T_e)}$ turns them into $2\sinh$ and $2\cosh$ of $V/(2T_e)$, so

$$\boxed{\,I=I_{\rm sat}\tanh\frac{V}{2T_e}\,}$$

The electron saturation current has cancelled. It sets where the pair floats, but not the current between the probes.

**Large voltage.** The tanh tends to $\pm1$, as found in section 1. For $V\gg T_e$ the current is short of saturation by about $2I_{\rm sat}e^{-V/T_e}$.

**Small voltage.** Since $\tanh y\approx y$,

$$\left.\frac{dI}{dV}\right|_0=\frac{I_{\rm sat}}{2T_e},\qquad T_e=\frac{I_{\rm sat}}{2\,(dI/dV)_0}.$$

The 2 has a plain origin: near $V=0$ each probe shifts by half the applied voltage, in opposite directions.

**Where the probes sit.** From $I_{e0}e^{-U_1/T_e}=2I_{\rm sat}/(1+e^{-V/T_e})$,

$$U_1=U_f-T_e\ln\frac{2}{1+e^{-V/T_e}} .$$

For $V>0$ probe 1 rises above the floating potential by less than $T_e\ln2$; probe 2 takes up the rest of the voltage.

**When the formula fails.** The derivation needs $U_1\ge0$, that is, $I_e(U_1)\le I_{e0}$. As $V$ grows, $I_e(U_1)$ approaches $2I_{\rm sat}$, so the tanh holds for all $V$ if $I_{e0}\ge2I_{\rm sat}$. If $I_{\rm sat}<I_{e0}<2I_{\rm sat}$, probe 1 reaches the plasma potential at a finite voltage, and the current stops at $I_{e0}-I_{\rm sat}$. With $I_{e0}=1.5\,I_{\rm sat}$ and $V=6T_e$, numerical solution of the zero-current condition gives $I=0.500\,I_{\rm sat}$, where the tanh would give $0.995\,I_{\rm sat}$. Argon, with its ratio of 177.5, is far from this failure in the present model.

## 5. Unequal areas and an uneven plasma

Let the areas be $A_1$ and $A_2$, with the same ion current density $j_i$ at both. If $j_e$ is the electron current density at probe 1, zero total current requires

$$A_1j_e+A_2j_ee^{-V/T_e}=(A_1+A_2)j_i .$$

Then $I=A_1(j_e-j_i)$ becomes

$$I=A_1j_i\left[\frac{A_1+A_2}{A_1+A_2e^{-V/T_e}}-1\right]=\frac{A_1A_2\,j_i\,(1-e^{-V/T_e})}{A_1+A_2e^{-V/T_e}} .$$

For $A_1=A_2$ this is the tanh again. In general the curve still passes through the origin. While both probes stay below the plasma potential, it tends to $A_2j_i$ on the positive side and to $-A_1j_i$ on the negative side: the more negative probe sets the limit. To reach both limits, the smaller probe must be able to draw an electron current density of $j_i$ times one plus the ratio of the larger area to the smaller. The ion model of section 3 also needs a barrier of at least $T_e/2$ at that probe. For argon the electron current density is then at most $177.5\,e^{-1/2}=107.7$ times $j_i$, which caps the area ratio at about 107. The assumption that nearly all electrons are turned back weakens before this cap is reached.

For $A_1\gg A_2$, as long as $A_2e^{-V/T_e}\ll A_1$ and the small probe stays below the plasma potential, the result is $I\approx A_2j_i(1-e^{-V/T_e})$. This is the characteristic of a single small probe measured against a large electrode that hardly moves. Its slope at the origin is $A_2j_i/T_e$, without the 2, because the small probe takes the whole voltage.

Now keep the areas equal, but let the plasma potential at probe 1 exceed that at probe 2 by $\delta$. Then $U_2-U_1=V-\delta$, and with equal densities and temperatures

$$I=I_{\rm sat}\tanh\frac{V-\delta}{2T_e} .$$

If the electron temperatures are equal and the probe surfaces are alike, so that no contact potential difference enters, a shifted zero thus points to a difference of plasma potential. A temperature difference would also shift it, because $U_f$ is proportional to $T_e$. Unequal areas alone leave the zero in place.

## 6. Numbers for a deposition plasma

Take two discs of radius $R=3$ mm near the substrate of a dc argon magnetron. Rough values are $T_e=3$ V, $n=10^{17}\ {\rm m^{-3}}$ and a pressure of 5 mTorr with the gas at 400 K. The area is $28.27\ {\rm mm^2}$ and $u_B=2692$ m/s. In the thin-sheath limit, which section 7 examines,

$$I_{\rm sat}=0.6065\,(1.602\times10^{-19}\,{\rm C})(10^{17}\,{\rm m^{-3}})(2.827\times10^{-5}\,{\rm m^2})(2692\,{\rm m/s})=0.740\ {\rm mA}.$$

The slope at the origin is $0.7396/(2\times3)=0.123$ mA/V. At $V=6$ V the argument of the tanh is 1, and $I=0.7396\times0.7616=0.563$ mA. Solving the zero-current condition numerically, with the electron current integrated over the velocity distribution, also gives 0.563 mA.

The single-probe barrier is $U_f=3\ln177.5=15.5$ V. At $V=20$ V the barriers are 13.5 V and 33.5 V: probe 1 has risen by nearly its limit of $3\ln2=2.08$ V. With a constant ion current, its electron current never exceeds $2/177.5=1.1\%$ of $I_{e0}$. The double probe therefore samples the energetic tail of the electrons, a point taken up in section 8.

The ion current density is $2.6\ {\rm mA/cm^2}$. A cold ion that falls from rest in the plasma to a floating surface arrives with 15.5 eV, if it does not collide. Ion flux and ion energy are two of the quantities that influence stress in a growing film. The probe supplies an estimate of the flux and, if the electrons are Maxwellian up to energies beyond $U_f$, of the ion energy at a floating surface; the stress itself needs a separate measurement, such as substrate curvature.

## 7. When the ion current is not constant

A more negative probe has a thicker sheath, which can gather ions from a wider area. To size this, let $\chi$ be the potential drop from the sheath edge, divided by $T_e$. Ions enter at $u_B$, so energy conservation gives them the speed $u_B\sqrt{1+2\chi}$. With the edge density $n_s=ne^{-1/2}$, the ion density is $n_s/\sqrt{1+2\chi}$ and the electron density is $n_se^{-\chi}$. Measure distance $z$ towards the probe in units of the edge Debye length $\lambda=\sqrt{\epsilon_0T_e/(en_s)}$. Poisson's equation becomes

$$\frac{d^2\chi}{dz^2}=\frac1{\sqrt{1+2\chi}}-e^{-\chi}.$$

Multiply by $d\chi/dz$ and integrate from the edge, where both $\chi$ and the field are taken as zero:

$$\frac12\left(\frac{d\chi}{dz}\right)^2=G(\chi),\quad G=\sqrt{1+2\chi}+e^{-\chi}-2,\qquad \frac{dz}{d\chi}=\frac1{\sqrt{2G}} .$$

For small $\chi$, $G\approx\chi^3/3$, so the distance from $\chi=0$ diverges. A thickness needs a chosen starting layer; differences of thickness do not.

As an estimate for a disc edge, let the ion-collecting radius grow by the increase $\Delta s$ of the sheath thickness beyond its value at floating potential: $I_i=I_{\rm sat}(1+\Delta s/R)^2$. The relative growth rate at floating is

$$\alpha=\left.\frac{d\ln I_i}{d\chi}\right|_f=\frac{2\lambda}{R\sqrt{2G(\chi_f)}} .$$

Near $V=0$ the barriers are $U_f\mp V/2$. The current of probe 1 rises because it gains electrons and because it loses ions:

$$\left.\frac{dI}{dV}\right|_0=\frac12\left(-\frac{dI_e}{dU}+\frac{dI_i}{dU}\right)_{U_f}=\frac{I_{\rm sat}}{2T_e}(1+\alpha).$$

For a very large disc $\alpha\to0$ and the earlier slope returns. Here $\lambda=0.0523$ mm and $\chi_f=5.179-0.5=4.679$, which give $\alpha=0.022$.

The reading of the saturation current matters more. At 20 V the model current is $1.105\,I_{\rm sat}$. Taking it as the saturation current gives

$$T_e^{\rm read}=3\times\frac{1.105}{1.022}=3.24\ {\rm V},$$

which is 8% above the true value. Extending the local straight line at 20 V back to $V=0$ gives 2.89 V, which is 4% low. Two causes can be sized. The steeper origin lowers the reading by about 2%. The tanh also still has a slope at 20 V: $(1-\tanh^2 3.33)/(2T_e)\approx0.00085$ per volt in units of $I_{\rm sat}$. Extended over 20 V, it lowers the intercept by about 2%. The result depends on where the line is drawn: from 15 V the model gives 2.69 V, and from 30 V it gives 2.97 V.

The density suffers too. From $\chi=1$ to the floating probe the sheath is 0.197 mm thick. If the ions are gathered over a disc whose radius is larger by this amount, the current, and the density inferred with the metal area and the true $T_e$, are too high by $(1+0.197/3)^2-1\approx14\%$. The figure leaves out the part of the sheath before $\chi=1$ and depends strongly on the chosen starting layer: the same rule gives about 8% from $\chi=2$, 25% from $\chi=0.3$ and 40% from $\chi=0.1$. It is an order of magnitude only.

## 8. When the electrons are not Maxwellian

For an isotropic distribution let $f(E)$ be its density in velocity space, with $E$ in electronvolts. An electron at angle $\theta$ to the normal arrives if $\cos^2\theta>U/E$. The angular integral of $\cos\theta\sin\theta$ over the allowed range is $(1-U/E)/2$. The remaining factor $v^3dv$ is proportional to $E\,dE$, so

$$I_e(U)\propto\int_U^\infty(E-U)f(E)\,dE,\qquad -\frac{dI_e}{dU}\propto\int_U^\infty f(E)\,dE .$$

With a constant ion current the slope at the origin is $-\tfrac12dI_e/dU$ at $U_f$, and $I_{\rm sat}=I_e(U_f)$. The temperature read from the slope is therefore

$$T_{\rm app}=\frac{\int_{U_f}^\infty(E-U_f)f\,dE}{\int_{U_f}^\infty f\,dE}.$$

For $f\propto e^{-E/T_e}$ the integrals are $T_e^2e^{-U_f/T_e}$ and $T_ee^{-U_f/T_e}$. Their ratio is $T_e$ at any $U_f$, as it must be.

A Druyvesteyn distribution, $f\propto e^{-(E/E_0)^2}$, has a weaker tail. Give it the same mean energy, 4.5 eV, and hold the ion current at its earlier value. The single-probe barrier falls to 10.6 V, and $T_{\rm app}=1.4$ V. Two thirds of the mean energy would correspond to 3 V, so the reading is low by more than half. A hot tail errs the other way, and can err by more. If 5% of the electrons are at 8 V and the rest at 2.74 V, the mean energy is again 4.5 eV, but the barrier rises to about 22 V and $T_{\rm app}$ to about 7 V. Either error is larger than the sheath effects of section 7. A good tanh fit near the origin gives a temperature of the tail, which describes the bulk electrons only if the Maxwellian extends through both.

## 9. The model beside a real magnetron

The density chosen is a rough value, and a real substrate region may have a lower one. At $10^{16}\ {\rm m^{-3}}$, with $T_e$ and $R$ held fixed, $\lambda$ grows by $\sqrt{10}$ and $\alpha$ rises to about 0.07; taking the current at 20 V as saturation then reads about 3.8 V, and the density excess counted from $\chi=1$ grows to about 46%. A rough cross-section of $10^{-18}\ {\rm m^2}$ for collisions of ions with gas atoms gives an ion mean free path of 8.3 mm. The sheath of a floating probe, counted from $\chi=1$, is only 2.4% of this, and that of a more negative probe is thicker. The disc radius is 36%, so collisions in the converging stream outside the sheath can alter the factor 0.61 and hence the inferred density. In a rough stray field of 1 mT an electron with the speed $\sqrt{eT_e/m}$ across the field has a gyroradius of 4.1 mm, and $R$ is 0.73 of it. The electrons that pass the barrier are faster: with 15.5 eV across the field the gyroradius is about 13 mm. The field bends their paths less on the scale of the probe, but it may still hinder their supply from the plasma. The small electron current drawn may limit the harm, but that is a conjecture; neither the collisional nor the magnetic correction has been calculated. Among the assumptions tested with numbers, the Maxwellian tail matters most for $T_e$, and its failure can move the result either way: a depleted tail lowers the reading, a hot tail raises it, and the two cases of section 8 are examples, not bounds. The numerical output below lists the main values.

## Numbers as computed

```
Te = 3.0 V, density n = 1.0e+17 m^-3
disc radius = 3.0 mm, area = 28.27 mm^2
pressure = 5.0 mTorr, gas temperature = 400 K
stray field = 1.0 mT, rough cross-section = 1.0e-18 m^2
Bohm speed = 2692 m/s
drop before the sheath / Te = 0.5000
largest scaled ion flux = 0.6065
Isat = 0.7396 mA
ion current density = 2.616 mA/cm^2
Ie0/Isat = 177.5, Ie0 = 131.3 mA
largest electron current / Ie0 = 0.0113
Uf = 15.537 V, Uf/Te = 5.179
ion energy at a floating surface = 15.54 eV
largest rise above floating, Te ln 2 = 2.079 V
slope at origin = 0.1233 mA/V
solved pair: V (V), I (mA), U1 (V), U2 (V)
    0.0    0.0000   15.537   15.537
    2.0    0.2378   14.700   16.700
    4.0    0.4310   14.159   18.159
    6.0    0.5633   13.838   19.838
   10.0    0.6887   13.563   23.563
   20.0    0.7377   13.461   33.461
case Ie0 = 1.5 Isat, V = 6 Te: I/Isat = 0.5000
  tanh would give 0.9951
edge Debye length = 0.0523 mm
sheath drop at floating / Te = 4.679
sheath from chi = 1 to probe = 3.762 Debye lengths
  the same = 0.1967 mm
sheath growth: alpha = 0.0222
  I(20 V)/Isat with growth = 1.1050
  Te read with I(20 V) as saturation = 3.243 V
  Te read with line extrapolated to V = 0: 2.886 V
  density excess from sheath edge area = 13.5 %
Druyvesteyn, same mean energy 4.50 eV:
  Uf = 10.636 V, apparent Te = 1.399 V
ion mean free path = 8.28 mm
  sheath/path = 0.0237, radius/path = 0.362
electron gyroradius = 4.13 mm
  disc radius/gyroradius = 0.726
```
